# Choosing the complementary auxiliary basis for F12 three-electron integrals, part 2

F12 theory needs $\mathcal V^{kl}_{ij}=\langle kl|fQg|ij\rangle$ and $\mathcal X^{kl}_{ij}=\langle kl|fQf|ij\rangle$, with $g=1/r_{12}$ and correlation factor $f(r_{12})$. Their three-electron integrals are replaced by sums over an auxiliary basis set (ABS). The ABS, the variant and the overlap threshold $\tau$ must be chosen.

Atomic units and real orthonormal closed-shell Hartree–Fock orbitals are used: $i,j,k,l$ valence, $m,n$ occupied, $p,q$ any in the orbital basis set (OBS), $a'$ in the complementary set (CABS). Projectors are $O$ (occupied), $V$ (virtual), $P=O+V$, $C$ (CABS) and $P'=P+C$; subscripts name electrons. Exactly,
$$Q=1-O_1-O_2+O_1O_2-V_1V_2. \tag{1}$$
With $\Phi^f_{km}(2)=\int k(1)m(1)f(r_{12})\,d1$ and $\Phi^g_{mi}$ alike,
$$\langle kl|fO_1g|ij\rangle=\sum_m\int \big[\Phi^f_{km}\,l\big](2)\;\big[\Phi^g_{mi}\,j\big](2)\,d2. \tag{2}$$
Inserting $P'$ gives
$$Q_C=1-P_1P_2-O_1C_2-C_1O_2, \tag{3}$$
$$\mathcal V^{kl}_{ij}\approx\langle kl|fg|ij\rangle-\sum_{pq}F^{kl}_{pq}G^{pq}_{ij}-\sum_{ma'}F^{kl}_{ma'}G^{ma'}_{ij}-\sum_{a'm}F^{kl}_{a'm}G^{a'm}_{ij}, \tag{4}$$
where $F^{kl}_{pq}=\langle kl|f|pq\rangle$, $G^{pq}_{ij}=\langle pq|g|ij\rangle$. The error is a projector:
$$\Delta=Q_C-Q=O_1(1-P'_2)+(1-P'_1)O_2\equiv A+B. \tag{5}$$

The union OBS ∪ ABS has functions $\chi$ and overlap $\mathbf S=\mathbf u\lambda\mathbf u^T$ (OBS block $\mathbf S_{\rm oo}$). Eigenvalues above $\tau$ give $\mathbf A=\mathbf u\lambda^{-1/2}$, spanning $T$. For orbitals $\chi\mathbf c$, decompose $\mathbf M=\mathbf c^T\mathbf S\mathbf A=\mathbf U\Sigma\mathbf Z^T$, with singular values $\sigma_k$. Columns of $\mathbf Z$ beyond $N_{\rm OBS}$ give the CABS, the null space of $\mathbf M$. Untruncated, this is CABS+: $\sigma_k=1$, $P+C=T$. Generally, with $p_k=\chi\mathbf c\mathbf U_k$, $w_k=\chi\mathbf A\mathbf Z_k$ ($k\le N_{\rm OBS}$) and $W$ projecting on the $w_k$, $T=W+C$ and
$$Tp_k=\sigma_kw_k,\qquad (P+C)w_k=\sigma_kp_k. \tag{6}$$
Unit vectors of $T$ projected by $P+C$, or of the OBS projected by $T$, lose at most $1-\sigma_{\min}^2$ of their squared norm.

With amplitudes fixed by the cusp conditions, settings are compared through
$$D[M]=\sum_{ij}\Big(\tfrac58M^{ij}_{ij}-\tfrac18M^{ji}_{ij}\Big),\qquad E_{\mathcal V}=2D[\mathcal V].$$
$D[fO_1g]$ means $D$ of $\langle kl|fO_1g|ij\rangle$, and so on; exchanging electron labels leaves $D$ unchanged. $\Delta D[\mathcal X]\ge0$ cannot rise when the CABS is enlarged, and
$$|\Delta E_{\mathcal V}|\le2\sqrt{\Delta D[\mathcal X]\;\Delta D[\mathcal Y]},\qquad \mathcal Y=\langle kl|gQg|ij\rangle. \tag{7}$$

## The example system

The molecule is F$_2$ at the round distance $R=2.70$ bohr, with restricted Hartree–Fock orbitals in cc-pVDZ (energy $-198.683894\ E_h$, 28 orbitals, 9 occupied, 7 valence). The factor $f=\sum_nc_ne^{-\gamma_nr^2}$ has exponents 0.25, 1.5 and 9.0 bohr$^{-2}$ and coefficients $-0.372664$, $-0.343980$ and $-0.182395$ bohr, from a least-squares fit with weight $r^2e^{-r^2}$ on $0\le r\le6$ bohr to $-e^{-\beta r}/\beta$ with $\beta=1$ bohr$^{-1}$. The Gaussian sum is taken as the definition of $f$. Its slope at $r=0$ is zero, so it imitates the cusp at finite distance only. The ABS is even-tempered with ratio 2.5, per atom 8s6p5d3f2g starting at 0.25, 0.22, 0.42, 0.7 and 1.0 bohr$^{-2}$, which makes $2(8+18+25+21+18)=180$ functions.

The two-electron kernels are reduced to $h_\omega=\operatorname{erf}(\omega r)/r$. Differentiating the error function gives $e^{-\omega^2r^2}=\tfrac{\sqrt\pi}{2}\partial_\omega h_\omega$, taken by central difference, which serves $f$ and $f^2$. For $fg$, start from $1/r=\tfrac{2}{\sqrt\pi}\int_0^\infty e^{-t^2r^2}dt$, multiply by $e^{-\gamma r^2}$ and set $\omega^2=\gamma+t^2$:
$$\frac{e^{-\gamma r^2}}{r}=\int_{\sqrt\gamma}^\infty(\partial_\omega h_\omega)\,v(\omega)\,d\omega,\qquad v=\frac{\omega}{\sqrt{\omega^2-\gamma}} .$$
Integrate by parts with the antiderivative $h_\omega-h_{\sqrt\gamma}$. It vanishes linearly at the lower limit, where $v$ diverges as an inverse square root, so that boundary term is zero. At the upper limit $v\to1$ and $h_\omega\to1/r$. With $v'=-\gamma(\omega^2-\gamma)^{-3/2}$ and $\omega=\sqrt\gamma/\cos\theta$, so that $\omega^2-\gamma=\gamma\tan^2\theta$ and $d\omega=\sqrt\gamma\sin\theta\,d\theta/\cos^2\theta$,
$$\frac{e^{-\gamma r^2}}{r}=\frac1r-h_{\sqrt\gamma}+\int_0^{\pi/2}\big(h_{\sqrt\gamma/\cos\theta}-h_{\sqrt\gamma}\big)\frac{\cos\theta}{\sin^2\theta}\,d\theta .$$
Both representations were tested against closed-form averages over Gaussian distributions of $r_{12}$, to relative tolerances of $10^{-6}$ and $2\times10^{-5}$. The last digits of $2D[fg]$, and of the absolute $E_{\mathcal V}$ below, are therefore not certified. This term is common to the reference and to every variant and cancels in all the errors $\Delta E_{\mathcal V}$.

The reference evaluates (2) with no resolution of the identity. The potentials $\Phi$ are computed at 3500 points of a prolate spheroidal grid and the last integral is done by quadrature. The grid covers one azimuth and one half of the molecule, which suffices for integrands invariant under rotation about the axis and under inversion. Sums over closed shells have that invariance, as does a diagonal element of a $\sigma$ orbital. For plain two-electron traces the grid and analytic values differ by $9.0\times10^{-8}$ a.u. for $D[f]$ and $3.3\times10^{-11}$ a.u. for $D[g]$. The reference is free of the insertion error and nothing more: it keeps the small OBS, this $f$ and the fixed amplitudes, and $E_{\mathcal V}$ is one term of the functional, not a correlation energy.

With $\tau=10^{-9}$ nothing is dropped, since the lowest eigenvalue of the union overlap is $1.095\times10^{-5}$. The singular values equal 1 within $1.8\times10^{-15}$, and the CABS has $208-28=180$ functions. From (1), in $E_h$,
$$E_{\mathcal V}=-10.090254+16.423078-7.263770+0.497388=-0.433558,$$
the terms being $2D[fg]$, $-4D[fO_1g]$, $2D[fO_1O_2g]$ and $-2D[fV_1V_2g]$. From (4),
$$E_{\mathcal V}\approx-10.090254+9.503311+0.152792=-0.434151,$$
with $-2D[fP_1P_2g]$ and $-4D[fO_1C_2g]$ as second and third terms. These are $-1138.31$ and $-1139.86$ kJ/mol. The error of $-0.593$ m$E_h$ ($-1.56$ kJ/mol) is $3.6\times10^{-5}$ of the three-electron term but $0.593/433.6=1.4\times10^{-3}$ of $E_{\mathcal V}$, because the four terms cancel to about $1/38$ of the largest. An auxiliary basis has to be judged against the result and not against the integral. Form (4) also isolates what the ABS affects: the CABS term is 152.79 m$E_h$ out of the 153.39 m$E_h$ that is missing with no CABS.

For the single element with $i=j=k=l=3\sigma_g$, the quadrature gives $\langle fO_1g\rangle=-0.1382741$ and the insertion gives $-0.1382664$. Twice the difference, $-1.54\times10^{-5}$, is the gap between the CABS+ value $-0.0108392$ and the reference $-0.0108238$. Without a CABS the element is $-0.0137963$.

## Setting the angular momentum of the ABS

On one centre a kernel that depends on $r_{12}$ alone commutes with rotations, so $\Phi_{km}$ contains the same angular momenta as the density $km$, at most $\ell_k+\ell_m$. Multiplying by $l$ raises the limit to $\ell_k+\ell_m+\ell_l\le3L_{\rm occ}$. An atom with s and p occupied orbitals needs functions through f and gains nothing from g. The integrals confirm this: with three s or p functions on one atom, the largest Coulomb integral is $9.2\times10^{-2}$ with an f function on that atom, $3.3\times10^{-16}$ with a g function on it, and $0.21$ with a g function on the other atom. The last value is nonzero only because a g function on the other atom has components of low $\ell$ about the first. The one-centre product still has $\ell\le3$ about its own atom, so this value shows no need for g. The rule sets no limit on $\ell$ for a molecule for two other reasons: a product with a factor centred on the other atom is not limited to $\ell\le3$ about either centre, and the occupied orbitals of the molecule contain d functions. Rotation about the axis remains a symmetry: the occupied orbitals of F$_2$ are $\sigma$ and $\pi$, the products have $|m|\le3$, and the $|m|=4$ components of the g shells contribute nothing.

Errors relative to the quadrature reference, for CABS+ built from nested shells, are as follows. The bound column is (7) with $10^{-6}$ added to each factor to cover the quadrature and finite-difference error.

| ABS | $\Delta E_{\mathcal V}$ (m$E_h$) | bound | $\Delta D[\mathcal X]$ | $\Delta D[\mathcal Y]$ |
|---|---|---|---|---|
| none | −153.39 | 190.25 | 2.31e-2 | 3.92e-1 |
| s | −142.16 | 174.15 | 2.15e-2 | 3.52e-1 |
| sp | −86.03 | 106.50 | 1.27e-2 | 2.23e-1 |
| spd | −37.89 | 43.77 | 4.96e-3 | 9.65e-2 |
| spdf | −1.22 | 2.02 | 1.95e-4 | 5.19e-3 |
| spdfg | −0.59 | 1.19 | 8.39e-5 | 4.15e-3 |

The sign and the monotone fall of the last two columns, and the bound, are tested in every row. The actual error lies between about one half and about seven eighths of the bound. The f shell reduces the error by a factor $37.89/1.22=31$, and the g shell by only a factor 2. These ratios belong to this OBS and this ABS. With cc-pVTZ, whose own f shell is already in the union, the spd, spdf and spdfg errors are $-5.61$, $-1.24$ and $-0.42$ m$E_h$, factors of 4.5 and 2.9. In cc-pVDZ with the ABS extended radially (tight and diffuse s to f functions, four g exponents) the factors are 44 and 3.8. A step at $3L_{\rm occ}=3$ is what the atomic rule would give if one-centre s and p contributions dominate, which is plausible here but was not isolated. The quantity $\Delta D[\mathcal Y]$ falls by just a fifth on adding g functions. Most of its remainder is radial, a lack of tight functions in the shells already present. Continuing the even-tempered series upward by 3s3p2d2f per atom lowers $\Delta D[\mathcal Y]$ to $4.1\times10^{-4}$ and the error in $E_{\mathcal V}$ to $-0.28$ m$E_h$, mainly through the p and f functions, while $\Delta D[\mathcal X]$ falls only to $6.4\times10^{-5}$. Adding instead two more g shells (0.4 and 6.25 bohr$^{-2}$) and two h shells (1.3 and 3.25 bohr$^{-2}$) gives $4.0\times10^{-3}$ and $-0.54$ m$E_h$. The guidance is to treat $3L_{\rm occ}$ as the minimum, and beyond it to try both higher shells and a wider range of exponents. Since $D[\mathcal X]$ cannot rise for nested sets, its fall on adding a shell measures the gain in $\mathcal X$ without a reference: here it has come to 0.038627 a.u. against the reference 0.038543 a.u. It does not by itself rank additions for $E_{\mathcal V}$, whose bound (7) also contains $\Delta D[\mathcal Y]$. The fall of that factor equals the growth of $2D[gO_1C_2g]$, which also needs no reference.

## Setting the variant

The older form inserts a projector $T$ directly in (1): $Q_T=1-O_1T_2-T_1O_2+O_1O_2-V_1V_2$, with error $O_1(1-T_2)+(1-T_1)O_2$. Each term is a projector, so the sum is positive semidefinite, and the sign of $\Delta D[\mathcal X]$, its ordering for nested spaces and (7) survive.

If $T$ is the untruncated union (ABS+), then $T=P+C$ and the algebra that led to (3) makes $Q_T=Q_C$. The two agree numerically, both giving $-0.593$ m$E_h$. The sum over the inserted index runs over 208 functions in ABS+ and over 180 in CABS+.

If $T$ is the ABS alone, it is a subspace of the union, so $\Delta D[\mathcal X]$ cannot be smaller. It is $2.07\times10^{-4}$ against $8.39\times10^{-5}$, and $\Delta E_{\mathcal V}=-1.62$ m$E_h$.

If the decomposition is applied to the ABS alone (CABS−), the null space has $180-28=152$ functions and $P+C$ is again a subspace of the union. The singular values now range from 0.996605 to 0.99999092, and by (6) the largest loss for a unit ABS vector is $1-0.996605^2=6.78\times10^{-3}$. The errors are $5.72\times10^{-4}$ and $-3.27$ m$E_h$. CABS− contains the OBS completely and is nevertheless worse than the plain ABS in this example. The two spaces have the same dimension and share $C$, one adding $W$ and the other $P$. Neither contains the other, so no ordering follows from the theory. What does follow is that, with nothing dropped from the union, CABS+ (equally ABS+) has the smallest $\Delta D[\mathcal X]$ and $\Delta D[\mathcal Y]$ of the variants for a given ABS, at the price of 28 more CABS functions than CABS−.

## Setting the threshold

Take a unit OBS function with coefficient vector $\mathbf d$ in the union. The functions $\chi\mathbf u_\alpha/\sqrt{\lambda_\alpha}$ are orthonormal, and its component on each is $\mathbf u_\alpha^T\mathbf S\mathbf d/\sqrt{\lambda_\alpha}=\sqrt{\lambda_\alpha}\,\mathbf u_\alpha^T\mathbf d$. The squared norm lost is $\sum_{\rm dropped}\lambda_\alpha(\mathbf u_\alpha^T\mathbf d)^2\le\tau|\mathbf d|^2$. Normalization gives $1=\mathbf d^T\mathbf S_{\rm oo}\mathbf d\ge\lambda_{\min}(\mathbf S_{\rm oo})|\mathbf d|^2$, and so
$$1-\sigma_{\min}^2\le\tau/\lambda_{\min}(\mathbf S_{\rm oo}). \tag{8}$$
The CABS stays orthogonal to the OBS after truncation, because it is still the null space of $\mathbf M$, and (5) and (7) hold unchanged. For this reason the split of $\mathbf Z$ is made by counting $N_{\rm OBS}$ columns and not by testing $\sigma$ against 1. The count is valid while no $\sigma$ vanishes, which (8) guarantees for $\tau<\lambda_{\min}(\mathbf S_{\rm oo})$.

ABS+ and CABS+ differ once some $\sigma_k$ falls below 1. One inserts $W+C$ and the other $P+C$, so the errors differ by $O_1(P-W)_2+(P-W)_1O_2$, that is by $2(D[fO_1P_2f]-D[fO_1W_2f])$ in $D[\mathcal X]$. With the deliberately coarse value $\tau=10^{-3}$, 14 functions are dropped. The loss is $1.31\times10^{-3}$, a twelfth of the bound $10^{-3}/0.063605=1.57\times10^{-2}$. Both spaces lie in the union, so neither $\Delta D[\mathcal X]$ can fall, and here both rise, to $2.13\times10^{-4}$ for CABS+ and $1.26\times10^{-4}$ for ABS+. Their difference, ABS+ minus CABS+, is $-8.715\times10^{-5}$ and matches the formula, with $W$ built independently by projecting the OBS on $T$. The errors in $E_{\mathcal V}$ are $-1.23$ and $-0.90$ m$E_h$. After truncation CABS+ was here the worse of the two, and its error in $E_{\mathcal V}$ is close to the $-1.22$ m$E_h$ of the untruncated spdf set, so the coarse threshold cost about as much in $E_{\mathcal V}$ as the g shell had gained.

In exact arithmetic a lower $\tau$ enlarges $T$ and with it the null space, so $\Delta D[\mathcal X]$ cannot rise. The limit is numerical: a kept eigenvector enters with the factor $\lambda^{-1/2}$, which multiplies the noise in every integral over it. Noise $\delta\mathbf S$ in the overlap matrix meets this factor twice in $\mathbf A^T\delta\mathbf S\,\mathbf A$, so it spoils the orthonormality as $\lambda^{-1}$. A threshold below the lowest eigenvalue of the union, where the precision of the integrals permits it, makes the setting inactive. Where functions must be dropped, $1-\sigma_{\min}^2$ tells how much of the OBS has left $T$, and so how far the spaces of ABS+ and CABS+ have parted. It does not tell what the CABS has lost: a dropped direction orthogonal to the OBS, such as a combination of f functions on an isolated atom whose OBS stops at d, or of their $|m|=3$ components in F$_2$, leaves every $\sigma$ equal to 1. The cost of the truncation shows in the rise of $D[\mathcal X]$ and the fall of $2D[gO_1C_2g]$ as $\tau$ is raised. All values quoted, apart from those for cc-pVTZ and for the extended ABS, are in the numerical output below.

## Computed results

```
F2 R = 2.70 bohr, RHF/cc-pVDZ energy = -198.683894 Eh
N_OBS = 28, N_occ = 9, N_val = 7, N_ABS = 180, N_CABS+ = 180, grid points = 3500
ABS ratio 2.5; first exponent (bohr^-2) x count: s 0.25x8, p 0.22x6, d 0.42x5, f 0.7x3, g 1.0x2
beta = 1.0 1/bohr; geminal exponents (bohr^-2): 0.25 1.5 9.0
geminal coefficients (bohr): -0.372664 -0.34398 -0.182395
tau = 1e-09; lowest union overlap eigenvalue = 1.095e-05; max|sigma-1| = 1.8e-15
grid minus analytic D[f] = 9.0e-08, D[g] = 3.3e-11 a.u.
max |(sp sp|f|sp L)| a.u.: f same atom 1.609e-02, g same atom 6.7e-13, g other atom 6.981e-02
max |(sp sp|g|sp L)| a.u.: f same atom 9.204e-02, g same atom 3.3e-16, g other atom 2.079e-01
terms of E_V (Eh), reference road:
  2D[fg] = -10.090254; -4D[fO1g] (grid) = 16.423078
  +2D[fO1O2g] = -7.263770; -2D[fV1V2g] = 0.497388
  E_V reference = -0.433558 Eh = -1138.31 kJ/mol
terms of E_V (Eh), CABS+ road:
  -2D[fP1P2g] = 9.503311; -4D[fO1C2g] = 0.152792
  E_V CABS+ = -0.434151 Eh = -1139.86 kJ/mol
D[X] reference = 0.038543 a.u., CABS+ = 0.038627 a.u.
ABS shells  N_CABS  dE_V(mEh)  bound(mEh)  dD[X](a.u.)  dD[Y](a.u.)
  none          0  -153.3852   190.2510    2.308e-02    3.920e-01
  s            16  -142.1565   174.1459    2.154e-02    3.519e-01
  sp           52   -86.0289   106.5012    1.270e-02    2.233e-01
  spd         102   -37.8872    43.7666    4.961e-03    9.651e-02
  spdf        144    -1.2196     2.0165    1.950e-04    5.186e-03
  spdfg       180    -0.5927     1.1867    8.389e-05    4.146e-03
relative RI error of the three-electron trace = 3.61e-05; dE_V = -1.556 kJ/mol
variants with the full ABS (same columns; N = size of RI space or CABS):
  ABS+        208    -0.5927     1.1867    8.389e-05    4.146e-03
  ABS         180    -1.6164     2.5943    2.070e-04    8.090e-03
  CABS-       152    -3.2722     4.5073    5.722e-04    8.860e-03
OBS-ABS singular values: min 0.996605, max 0.99999092; norm missed by CABS- = 6.779e-03
tau = 1e-03: dropped 14, lambda_min(S_OBS) = 6.3605e-02
  1-sigma_min^2 = 1.312e-03 <= bound 1.572e-02
  CABS+ cut   166    -1.2327     2.1438    2.129e-04    5.370e-03
  ABS+ cut    194    -0.9037     1.6338    1.258e-04    5.262e-03
  dD[X] ABS+ cut minus CABS+ cut = -8.715e-05 a.u.; 2(D[fO1P2f]-D[fO1W2f]) = -8.715e-05 a.u.
3sigma_g: orbital energy -0.73783 Eh; <fO1g> grid -0.1382741, RI -0.1382664 a.u.
  V element: reference -0.0108238, CABS+ -0.0108392, no CABS -0.0137963 a.u.
```
